# The Moruzzi-Janak-Schwarz Debye temperature and three Grüneisen parameters

**Setting.** A monatomic solid has atomic mass $M$ and volume $V=4\pi r^3/3$ per atom. Its static energy per atom is $E(V)$, without zero-point or thermal motion. Use

$$P=-\frac{dE}{dV},\qquad B=-V\frac{dP}{dV},\qquad B'=\frac{dB}{dP},\qquad \gamma=-\frac{d\ln\Theta}{d\ln V},$$

where $\Theta$ is the Debye temperature. No charge enters the algebra, so it reads the same in Gaussian and SI units.

## Part (a): Debye temperature at given Poisson ratio

**Question.** The solid is elastically isotropic with Poisson ratio $\nu$ and density $\rho=M/V$. Express $\Theta$ through $r$, $B$, $M$ and $\nu$.

**Answer.** First express the shear modulus $G$ through $B$ and $\nu$. A uniaxial stress $\sigma$ gives the axial strain $\sigma/Y$ and two lateral strains $-\nu\sigma/Y$, with $Y$ Young's modulus. Their sum is the volume strain, which also equals the mean stress $\sigma/3$ divided by $B$. Hence $Y=3B(1-2\nu)$. Stresses $\sigma$ and $-\sigma$ along two perpendicular axes are a pure shear, with strain $(1+\nu)\sigma/Y=\sigma/(2G)$ along the first. Therefore

$$G=\frac{Y}{2(1+\nu)}=\frac{3(1-2\nu)}{2(1+\nu)}B .$$

The transverse and longitudinal speeds follow from $\rho v_t^2=G$ and $\rho v_l^2=B+4G/3$:

$$v_t^2=\frac{3(1-2\nu)}{2(1+\nu)}\frac B\rho,\qquad
v_l^2=\left[1+\frac{2(1-2\nu)}{1+\nu}\right]\frac B\rho=\frac{3(1-\nu)}{1+\nu}\frac B\rho .$$

Both are $\sqrt{B/\rho}$ times a function of $\nu$. So is the Debye speed $v_D$, defined by $3/v_D^3=2/v_t^3+1/v_l^3$. Write $v_D=k(\nu)\sqrt{B/\rho}$, where

$$k(\nu)=\left\{\frac13\left[2\left(\frac{2(1+\nu)}{3(1-2\nu)}\right)^{3/2}+\left(\frac{1+\nu}{3(1-\nu)}\right)^{3/2}\right]\right\}^{-1/3}.$$

A branch of speed $v$ has $V\omega^3/(6\pi^2v^3)$ modes per atom below $\omega$. Setting the sum over three branches equal to 3 at the cutoff gives $\omega_D=(6\pi^2/V)^{1/3}v_D$. With $V=4\pi r^3/3$,

$$\left(\frac{6\pi^2}{V}\right)^{1/3}=\frac1r\left(\frac{9\pi}{2}\right)^{1/3},\qquad
\sqrt{\frac B\rho}=\sqrt{\frac{4\pi r^3B}{3M}} .$$

The numerical factors combine as $(9\pi/2)^{1/3}(4\pi/3)^{1/2}=(48\pi^5)^{1/6}$, so that

$$\Theta=\frac{\hbar\omega_D}{k_B}=\frac{\hbar}{k_B}(48\pi^5)^{1/6}\,k(\nu)\sqrt{\frac{rB}{M}} .$$

As $\nu\to1/2$ at fixed $B$, the shear modulus vanishes and $\Theta\to0$. A bulk modulus alone therefore does not determine a Debye temperature.

## Part (b): the number 41.63

**Question.** The Moruzzi-Janak-Schwarz formula is $\Theta=41.63\sqrt{rB/M}$, in kelvin, with $r$ in bohr, $B$ in kbar and $M$ in atomic mass units. Which part of it follows from (a), and what does the number assume?

**Answer.** Inserting 1 bohr, 1 kbar and 1 u in (a) gives

$$\Theta=67.48\,k(\nu)\sqrt{rB/M}\ \text{K}.$$

Fixed $\nu$ thus gives the square-root law. The number requires $k=41.63/67.48=0.617$, which is an empirical calibration to elastic data of metals and not a consequence of the scaling argument.

Both speeds in (a) decrease with $\nu$ at fixed $B/\rho$, so $k$ does too and the corresponding $\nu$ is unique. Solving $k(\nu)=0.617$ numerically gives $\nu=0.364$. The choice matters: $\nu=1/4$, $1/3$ and $0.40$ give prefactors 58.0, 46.4 and 35.4. Taking $\nu=1/3$ would raise $\Theta$ by 11% relative to the 41.63 formula.

## Part (c): three Grüneisen parameters

**Question.** Find $\gamma$ at any pressure for three models:

1. Slater: the solid of (a), with $\nu$ independent of volume.
2. Dugdale-MacDonald: longitudinal vibrations of a chain with nearest-neighbour potential $\phi$.
3. Free volume: one atom vibrating in a cage of fixed neighbours, represented by its mean squared frequency.

In models 2 and 3, $E(r)$ is proportional to $\phi(R)$, and the neighbour distance $R$ is proportional to $r$. When do the three values keep their zero-pressure order?

**Answer.** For Slater, (a) gives $\Theta^2\propto rB$.

In the chain, terms linear in the bond-length changes cancel in the sum over bonds. The harmonic frequencies obey $M\omega^2=2\phi''(1-\cos qR)$, so at fixed $qR$ they scale as $\omega^2\propto\phi''\propto E_{rr}$. Subscripts $r$ denote derivatives.

In a cage of $z$ neighbours, the mean curvature over three directions is one third of the Laplacian, $\tfrac z3(\phi''+2\phi'/R)$. Hence $\omega^2\propto E_{rr}+2E_r/r$.

To express these through $P$ and $B$, use $E_r=-4\pi r^2P$ and $B=-(r/3)\,dP/dr$. Then

$$E_{rr}=-8\pi rP-4\pi r^2\frac{dP}{dr}=12\pi r\left(B-\tfrac23P\right),$$

$$E_{rr}+\frac{2E_r}{r}=12\pi r\left(B-\tfrac23P\right)-8\pi rP=12\pi r\left(B-\tfrac43P\right).$$

With $t=0,1,2$ for the three models in order, and $s=2t/3$, all are contained in

$$\Theta_t^2\propto r(B-sP).$$

Now differentiate, using $d\ln r/d\ln V=1/3$, $dP/d\ln V=-B$ and $dB/d\ln V=-BB'$:

$$\gamma_t=-\frac12\left[\frac13+\frac{-BB'+sB}{B-sP}\right]
=-\frac16+\frac{B'-s}{2(1-sP/B)} .$$

Slater's value is $B'/2-1/6$ at every pressure. At $P=0$ the other two are $B'/2-1/2$ and $B'/2-5/6$.

An equivalent form in terms of $P(V)$ alone follows from $d(PV^s)/dV=-V^{s-1}(B-sP)$. This makes $\Theta_t^2\propto-V^{4/3-s}\,d(PV^s)/dV$, and thus

$$\gamma_t=\frac{t-2}{3}-\frac V2\,\frac{d^2(PV^{2t/3})/dV^2}{d(PV^{2t/3})/dV}.$$

For the order under pressure, treat $s$ as continuous:

$$\frac{\partial\gamma}{\partial s}=\frac{PB'/B-1}{2(1-sP/B)^2}.$$

As long as $1-sP/B>0$ for $0\le s\le4/3$, Slater's value is the largest and the free-volume value the smallest if $PB'/B<1$.

## Part (d): one binding curve at zero pressure

**Question.** Take the Morse curve

$$E=D\left[e^{-2a(r-r_0)}-2e^{-a(r-r_0)}\right],$$

with model parameters $D=4$ eV, $r_0=2.7$ bohr, $\eta=ar_0=4$ and $M=60$ u. Find $B$, $B'$, $\Theta$ from the 41.63 formula, the three $\gamma$, and the classical volume expansion coefficients to leading order in temperature $T$.

**Answer.** With $x=e^{-a(r-r_0)}$,

$$E_r=-2Da(x^2-x),\quad E_{rr}=2Da^2(2x^2-x),\quad E_{rrr}=-2Da^3(4x^2-x).$$

At $r_0$, $x=1$ and $P=0$, so $B_0=E_{rr}/(12\pi r_0)=Da^2/(6\pi r_0)$. This is 1865 kbar, or 186.5 GPa. Then

$$\Theta=41.63\sqrt{2.7\times1865/60}=41.63\sqrt{83.9}=381\ \text{K}.$$

The chain model gives $B'$ quickly. Since $\Theta_1^2\propto E_{rr}$,

$$\gamma_1=-\frac16\frac{r_0E_{rrr}}{E_{rr}}=-\frac16(-3\eta)=\frac\eta2 .$$

Equating this to $B'/2-1/2$ yields $B'_0=1+\eta=5$. The three values are therefore

- Slater: $\eta/2+1/3=2.33$
- Dugdale-MacDonald: $\eta/2=2.00$
- Free volume: $\eta/2-1/3=1.67$

In the classical limit the free energy per atom is $E+3k_BT\ln\Theta$ plus terms independent of $V$. Its minimum satisfies $-P-3k_BT\gamma/V=0$, so the static pressure is $P=-3k_BT\gamma/V$. To first order $\Delta V/V_0=-P/B_0$, and the expansion coefficient is

$$\alpha_V=\frac{3k_B\gamma}{B_0V_0}.$$

With $V_0=82.4$ bohr³ this gives 42, 36 and 30 in units of $10^{-6}$ K$^{-1}$, in the same order. From one static curve, Slater's model predicts 40% more expansion than the free-volume model. These are classical coefficients; they do not describe temperatures well below $\Theta$.

## Part (e): the same curve under compression

**Question.** Repeat the comparison at $V=0.8V_0$, with all three $\Theta$ set to 381 K at $V_0$.

**Answer.** From (c), $B=N/(12\pi r)$ with $N=E_{rr}-2E_r/r$. Differentiating,

$$B'=-\frac r3\frac{d\ln B}{dr}=-\frac{rE_{rrr}-3E_{rr}+4E_r/r}{3(E_{rr}-2E_r/r)} .$$

At $r=2.5065$ bohr the Morse derivatives give $P=718$ kbar, $B=4932$ kbar and $B'=3.87$. Here $PB'/B=0.56<1$, so the order is unchanged. The frequencies follow from

$$\frac{\Theta_t(V)}{\Theta(V_0)}=\sqrt{\frac r{r_0}\,\frac{B-sP}{B_0}} .$$

For Slater the ratio is $\sqrt{(2.5065/2.7)(4932/1865)}=1.57$. The results are

- Slater: $\gamma=1.77$, $\Theta=598$ K
- Dugdale-MacDonald: $\gamma=1.61$, $\Theta=568$ K
- Free volume: $\gamma=1.41$, $\Theta=536$ K

The spread in $\gamma$ has shrunk from 0.67 to 0.36. The integrated effect on $\Theta$ is still 11% of the middle value.

## Part (f): a crystal with the same binding curve

**Question.** Realise $E(r)$ by an fcc crystal with central forces between its 12 nearest neighbours. Compare its high- and low-temperature $\gamma$ with the three models, and identify the assumption that fails for Slater.

**Answer.** Let $\mathbf n$ be the unit vector to a neighbour at $\mathbf R_n$, and let $w_n=1-\cos(\mathbf q\cdot\mathbf R_n)$. The values of $M\omega^2$ are the eigenvalues of

$$\sum_n w_n\left[\phi''\,\mathbf n\mathbf n+\frac{\phi'}R(\mathbf 1-\mathbf n\mathbf n)\right].$$

The trace averaged over the Brillouin zone is $12(\phi''+2\phi'/R)$, because the cosines average to zero. One third of it is the cage curvature of (c). The free-volume $\gamma$ thus belongs to the root-mean-square frequency of this crystal, at any volume where the crystal is stable. The high- and low-temperature limits of $\gamma$ use other averages, derived next.

At $P=0$, $\phi'=0$. Let $a_i$ be the eigenvalues of $A=\sum_nw_n\mathbf n\mathbf n$ and $\tau=\sum_nw_n=\sum_ia_i$. The second term contains $\tau\mathbf 1-A$, which has the same eigenvectors and the eigenvalues $b_i=\tau-a_i$. At fixed reduced wavevector the $w_n$ do not change with volume. Since $d(\phi'/R)/dR=\phi''/R$ here,

$$\frac{d\ln\omega_i^2}{d\ln R}=\frac{R\phi'''}{\phi''}+\frac{b_i}{a_i}=-3\eta+\frac{b_i}{a_i},
\qquad \gamma_i=\frac\eta2-\frac{b_i}{6a_i}.$$

The classical free energy contains the sum of $\ln\omega_i$, so the high-temperature $\gamma$ is the plain mean of $\gamma_i$. The arithmetic-harmonic inequality gives

$$\sum_{i=1}^3\frac{b_i}{a_i}=\tau\sum_{i=1}^3\frac1{a_i}-3\ge9-3=6 .$$

Hence the mean of $b/a$ is at least 2, and the high-temperature $\gamma$ cannot exceed the free-volume value $\eta/2-1/3$. A sum over a shifted $20\times20\times20$ wavevector mesh gives a mean of 2.59, hence $\gamma=2-2.59/6=1.57$.

At low temperature, long waves enter with weight $\omega_i^{-3}\propto a_i^{-3/2}$. For them $w_n\approx(\mathbf q\cdot\mathbf R_n)^2/2$, and cubic symmetry makes $\tau$ independent of direction at fixed $|\mathbf q|$. Both the weight and $b_i/a_i=\tau/a_i-1$ then grow as $a_i$ falls, so the weighted mean of $b/a$ is at least the unweighted mean over long-wave directions and branches, which the inequality above bounds below by 2. The low-temperature $\gamma$ therefore also cannot exceed the free-volume value; how it compares with the high-temperature value has to be computed. Numerical integration over directions gives 4.44 and $\gamma=2-4.44/6=1.26$.

Slater's model assumes a constant ratio $k=v_D/\sqrt{B/\rho}$. For an anisotropic crystal the mode count of (a) is unchanged if $3/v_D^3$ is taken as the direction average of $\sum_i v_i^{-3}$ over the three long-wave branches. With this $v_D$, in this crystal $k$ falls from 0.83 at $V_0$ to 0.68 at $0.8V_0$. Since $\Theta\propto k\sqrt{rB}$,

$$\gamma_{\rm low}=\gamma_0-\frac{d\ln k}{d\ln V}=2.33-1.07=1.26,$$

with the derivative at $V_0$ taken by finite differences. Compression stiffens the crystal less against the waves that dominate $v_D$ than against uniform compression.

At $0.8V_0$, finite differences of the lattice frequencies give 1.33 at high and 1.02 at low temperature, again below the free-volume value of 1.41. This ranking belongs to a nearest-neighbour central-force crystal. Metals also have forces that are not of this form, so the result does not select a best $\gamma$ for them. It does show that the three formulas built from $E(V)$ alone can all miss the high- and low-temperature $\gamma$ of a crystal with that binding curve. The low-temperature value also needs the volume dependence of $k$, and the high-temperature value needs that of the whole vibrational spectrum.
